# Current Transfer Length in the Transmission-Line Model of a Contact

## How far current travels beneath a contact

A thin metal line carries current sideways until it reaches a region covered by a second conductor, such as the foot of a via. There the current must turn and pass through the interface, which may include a thin barrier layer. It has two competing ways to reduce its losses. Crossing at once, near the leading edge, avoids travel along the resistive film but crowds the current into a small interface area. Spreading over the whole contact uses more interface area but costs film resistance. The compromise sets a length, and this length decides how much a longer contact lowers the resistance.

### The model and its equations

Let the contact occupy \(0<x<L\) and have width \(W\). The film beneath it has sheet resistance \(R_s\): a strip of length \(\ell\) and width \(W\) has resistance \(R_s\ell/W\). The interface has specific contact resistivity \(r_c\), a resistance times an area: an area \(A\) crossed uniformly has resistance \(r_c/A\). Both quantities are taken as uniform and independent of the current.

The upper conductor is first treated as an equipotential, and the film voltage \(V(x)\) is measured from it. The film current \(I(x)\), positive along \(+x\), enters with the value \(I_0\) at \(x=0\). The film delivers no current beyond the contact, so \(I(L)=0\). The flow is steady and does not vary across the width, and the voltage is nearly constant through the film thickness \(t\). Ohm's law is assumed to hold locally, which requires the voltage gradient to change little over an electron mean free path.

The algebra uses atomic units, \(e=\hbar=1\). Numbers are given with lengths in Å, voltages as energies \(eV\) in eV, resistances in \(\hbar/e^2\), and currents in \(e\,\mathrm{eV}/\hbar\).

A film slice of length \(dx\) has resistance \(R_s\,dx/W\). Voltage falls in the direction of the current, so

\[
\frac{dV}{dx}=-\frac{R_s}{W}\,I. \tag{1}
\]

The same slice touches an interface area \(W\,dx\), whose conductance is \(W\,dx/r_c\). The current \(VW\,dx/r_c\) leaves through it. Charge conservation requires the film current to fall by this amount:

\[
\frac{dI}{dx}=-\frac{W}{r_c}\,V. \tag{2}
\]

These are the steady equations of a transmission line with series resistance and leakage. Differentiating (1) and inserting (2) gives

\[
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}
=\frac{R_s}{r_c}\,V. \tag{3}
\]

The two minus signs cancel, so the solutions are real exponentials and not oscillations. The width cancels as well. Since \(r_c\) is a resistance times an area and \(R_s\) is a resistance, \(r_c/R_s\) is an area. Equation (3) therefore reads

\[
\frac{d^2V}{dx^2}=\frac{V}{L_T^2},\qquad
L_T=\sqrt{\frac{r_c}{R_s}}. \tag{4}
\]

This defines the transfer length \(L_T\). Its meaning as a distance travelled by the current follows from the solution.

### Solution for a finite contact

It is convenient to measure distance from the far end. The general solution of (4) is

\[
V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}. \tag{5}
\]

By (1), \(I(L)=0\) means \(V'(L)=0\). The derivative of (5) at \(x=L\) is \(-B/L_T\), because \(\sinh 0=0\) and \(\cosh 0=1\). Hence \(B=0\). With \(V(0)=V_0\) and \(a=L/L_T\), the remaining constant is \(A=V_0/\cosh a\), so

\[
V(x)=V_0\,\frac{\cosh[(L-x)/L_T]}{\cosh a}. \tag{6}
\]

The current follows from (1) as \(I=-(W/R_s)V'\). Differentiating \(\cosh[(L-x)/L_T]\) produces a factor \(-1/L_T\), which cancels the minus sign:

\[
I(x)=\frac{WV_0}{R_sL_T}\,
\frac{\sinh[(L-x)/L_T]}{\cosh a}. \tag{7}
\]

At the leading edge this gives

\[
I_0=\frac{WV_0}{R_sL_T}\tanh a, \tag{8}
\]

and division of (7) by (8) gives

\[
\frac{I(x)}{I_0}=\frac{\sinh[(L-x)/L_T]}{\sinh a}. \tag{9}
\]

The contact resistance is the edge voltage divided by the entering current. From (8),

\[
R_c=\frac{V_0}{I_0}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}. \tag{10}
\]

It includes the loss in the film beneath the contact as well as the loss at the interface.

### Long contacts: the meaning of the transfer length

Let \(L\gg L_T\), and consider a fixed distance \(x\) from the leading edge. In (6) and (9) the growing exponentials dominate numerator and denominator, and their ratio is

\[
\frac{V(x)}{V_0}\simeq\frac{I(x)}{I_0}
\simeq\frac{e^{(L-x)/L_T}}{e^{L/L_T}}=e^{-x/L_T}. \tag{11}
\]

Voltage and current thus fall by a factor \(e\) over the distance \(L_T\). The fraction of the current that crosses between \(x\) and \(x+dx\) is

\[
p(x)\,dx=-\frac{1}{I_0}\frac{dI}{dx}\,dx
=\frac{e^{-x/L_T}}{L_T}\,dx. \tag{12}
\]

Integration from \(0\) to \(L_T\) gives \(1-e^{-1}\), about 63%. The mean crossing distance, after one integration by parts, is

\[
\int_0^\infty x\,p(x)\,dx
=\left[-xe^{-x/L_T}\right]_0^\infty+\int_0^\infty e^{-x/L_T}dx
=L_T. \tag{13}
\]

In a long contact \(L_T\) is therefore both the decay length and the mean distance that current travels beneath the contact before crossing.

Since \(\coth a\to1\), the resistance (10) tends to

\[
R_c\to\frac{R_sL_T}{W}=\frac{r_c}{WL_T}
=\frac{\sqrt{r_cR_s}}{W}, \tag{14}
\]

where \(R_sL_T^2=r_c\) was used. The second form is the resistance of an interface of area \(WL_T\) crossed uniformly. Further length adds area that carries almost no current. Reducing \(r_c\) by a factor of four halves the resistance in this limit, and does not quarter it, because the transfer length is halved too and the current uses half the area.

### Short contacts

For \(a\ll1\), the series of the hyperbolic functions give

\[
\coth a=\frac{1+a^2/2+\cdots}{a(1+a^2/6+\cdots)}
=\frac1a\left(1+\frac{a^2}{3}+\cdots\right)
=\frac1a+\frac a3+\cdots. \tag{15}
\]

Inserting this in (10), with \(a=L/L_T\) and \(R_sL_T^2=r_c\), yields

\[
R_c=\frac{r_c}{WL}+\frac{R_sL}{3W}+\cdots. \tag{16}
\]

The first term is the interface resistance of the full area. The second is one third of the film resistance under the contact. The factor can be traced to the current profile: for \(L\ll L_T\), (9) becomes \(I=I_0(1-x/L)\), and the power lost in the film is

\[
\int_0^L\frac{R_s}{W}I^2\,dx
=\frac{R_sI_0^2}{W}\int_0^L\left(1-\frac xL\right)^2dx
=\frac{R_sL}{3W}I_0^2. \tag{17}
\]

In this regime the current uses the whole contact nearly uniformly. The parameter \(L_T\) still sets the scale in (4), but it is not the distance over which the current falls by a factor \(e\). The current must vanish at \(L\), which is shorter than \(L_T\).

### Where the power is lost

The interface dissipates \(WV^2/r_c\) per unit length. Using (6), the substitution \(s=L-x\), and \(\cosh^2y=(1+\cosh2y)/2\), its total loss is

\[
P_{\rm int}=\frac{WV_0^2}{r_c\cosh^2a}
\int_0^L\cosh^2\frac{s}{L_T}\,ds
=\frac{WV_0^2}{r_c\cosh^2a}
\left(\frac L2+\frac{L_T}{4}\sinh2a\right). \tag{18}
\]

The total loss is \(P=V_0I_0\). Equation (8) and \(1/(R_sL_T)=L_T/r_c\) give \(P=(WV_0^2L_T/r_c)\tanh a\). Dividing, and using \(\cosh^2a\,\tanh a=\sinh a\cosh a=\tfrac12\sinh2a\), one finds

\[
\frac{P_{\rm int}}{P}
=\frac{a/2+(\sinh2a)/4}{(\sinh2a)/2}
=\frac12+\frac{a}{\sinh2a}. \tag{19}
\]

For a short contact the ratio tends to one: the interface takes nearly all the loss. For a long contact it tends to one half, so film and interface lose equal power. This is the balance between the two costs described at the start.

### A worked example

Take the round model parameters \(R_s=0.002\,\hbar/e^2\), \(r_c=320\,\hbar\,\text{Å}^2/e^2\), \(W=1000\) Å and \(L=600\) Å. Then

\[
L_T=\sqrt{\frac{320}{0.002}}\ \text{Å}
=\sqrt{160000}\ \text{Å}=400\ \text{Å}=40\ \text{nm}. \tag{20}
\]

These are model numbers. Local Ohm's law needs a mean free path short compared with both \(L_T\) and \(L\). For a 100 Å film this \(R_s\) means a resistivity of 8.2 μΩ cm, and a copper-like metal of that resistivity has a mean free path near 80 Å. That is short compared with \(L_T\), but not compared with the shortest contact tabulated below. The ratio \(a=600/400=1.5\) lies between the two limits. Here \(\coth1.5=1.105\), and (10) gives

\[
R_c=\frac{0.002\times400}{1000}\times1.105\,\frac{\hbar}{e^2}
=8.84\times10^{-4}\,\frac{\hbar}{e^2}=3.63\ \text{ohm}. \tag{21}
\]

An edge voltage with \(eV_0=1.00\times10^{-4}\) eV drives a current \(10^{-4}/(8.84\times10^{-4})=0.113\) in units of \(e\,\mathrm{eV}/\hbar\). The profiles (6) and (9) are:

| \(x\) (Å) | \(eV\) (\(10^{-5}\) eV) | \(I/I_0\) |
|---:|---:|---:|
| 0 | 10.00 | 1.000 |
| 200 | 6.56 | 0.552 |
| 400 | 4.79 | 0.245 |
| 600 | 4.25 | 0.000 |

At \(x=L_T\), 24.5% of the current remains in the film, so 75.5% has crossed, more than the 63% of a long contact. The voltage there is still 48% of its edge value, more than \(1/e\). Both differences come from the far end: the current has to reach zero there, while the voltage levels off with zero slope. In this contact the current therefore falls to \(1/e\) before \(x=L_T\), while the voltage never falls that far, so neither profile gives \(L_T\) as a \(1/e\) distance.

The area estimate \(r_c/(WL)\) gives \(5.33\times10^{-4}\,\hbar/e^2\), about 60% of the resistance in (21). It misses the film loss and the uneven crossing. The dependence on length shows the return from a larger contact:

| \(L\) (Å) | \(R_c\) (\(10^{-4}\,\hbar/e^2\)) |
|---:|---:|
| 80 | 40.53 |
| 200 | 17.31 |
| 400 | 10.50 |
| 800 | 8.30 |
| 1200 | 8.04 |

Doubling the length from 400 to 800 Å lowers the resistance by 21%. Going on to 1200 Å, three transfer lengths, brings it within 1% of the limit \(8.00\times10^{-4}\,\hbar/e^2\). At 80 Å the two terms of (16) are \(40.00\) and \(0.53\) in the units of the table, and their sum agrees with the full one-dimensional result to the digits shown. The small film term is the leading correction only if the film is thin compared with \(L\), as the last section explains.

For the 600 Å contact, (19) assigns 65% of the loss to the interface. A resistor ladder solved directly from Kirchhoff's laws reproduces the profiles, the resistance and this share. In ladders 10000 Å long, the measured \(1/e\) distance is 400 Å for the parameters above, 800 Å when \(r_c\) is multiplied by four, and 200 Å when \(R_s\) is multiplied by four. This tests both dependences in (4). The values are listed in the numerical output.

### When the upper conductor is resistive

In an interconnect the upper conductor may also be a thin film. Let its sheet resistance be \(R_m\), and let \(V_f,I_f\) and \(V_m,I_m\) belong to the lower film and the upper conductor, with both currents positive along \(+x\). The voltage across the interface is \(u=V_f-V_m\). Current lost by one conductor is gained by the other:

\[
I_f'=-\frac{W}{r_c}u,\qquad I_m'=+\frac{W}{r_c}u. \tag{22}
\]

Ohm's law (1), written for each conductor and subtracted, gives

\[
u'=-\frac{R_sI_f-R_mI_m}{W}. \tag{23}
\]

Differentiating and inserting (22),

\[
u''=-\frac{R_sI_f'-R_mI_m'}{W}
=\frac{R_s+R_m}{r_c}\,u. \tag{24}
\]

The decay length of the interface voltage is therefore

\[
\lambda=\sqrt{\frac{r_c}{R_s+R_m}}. \tag{25}
\]

It returns to \(L_T\) when \(R_m\ll R_s\). With \(R_m=0.006\,\hbar/e^2\) and the other parameters unchanged, \(\lambda=\sqrt{320/0.008}\) Å \(=200\) Å, half the earlier value. A ladder with two resistive rails gives the same length.

The current itself needs more care. Suppose it enters the lower film at the left and leaves the upper conductor at the right of a long overlap. Far from both ends \(u\) and \(u'\) are negligible, so (23) gives \(R_sI_f=R_mI_m\). With \(I_f+I_m=I_0\), the film keeps the current

\[
I_f=\frac{R_m}{R_s+R_m}\,I_0. \tag{26}
\]

The two conductors then share the current in parallel, and the film's share (26) crosses only near the far end. The length \(\lambda\) describes the approach to this sharing, not the complete emptying of the film. The resistance formula (10), derived for an equipotential upper conductor, does not apply here.

### When the film is not thin

Equation (1) assigns one voltage to each cross-section of the film. To see when this is justified, let the potential \(\phi(x,z)\) vary with height, from the insulated bottom \(z=0\) to the interface \(z=t\). A uniform film has resistivity \(\rho=R_st\), and steady current requires \(\phi_{xx}+\phi_{zz}=0\). This applies the local Ohm's law to vertical flow too, so the electron mean free path must also be short compared with \(t\). In bulk copper at room temperature it is about 400 Å; the numbers below, for films of 100 Å and 25 Å, therefore test the geometry of the ohmic model and are not predictions for such a metal film. A mode that decays along \(x\) and has no vertical current at the bottom is

\[
\phi=e^{-kx}\cos kz. \tag{27}
\]

At the top, the upward current density in the film, \(-\phi_z/\rho\), must equal the density \(\phi/r_c\) through the interface. Hence \((k/\rho)\sin kt=(\cos kt)/r_c\). Multiplication by \(\rho t/\cos kt\) gives

\[
kt\tan kt=\frac{\rho t}{r_c}=\frac{R_st^2}{r_c}
=\frac{t^2}{L_T^2}\equiv\varepsilon. \tag{28}
\]

For a thin film \(\varepsilon\ll1\), and the slowest mode has small \(q=kt\). Since \(q\tan q=q^2+q^4/3+\cdots\), the first approximation is \(q^2=\varepsilon\). Inserting it in the quartic term gives \(q^2=\varepsilon-\varepsilon^2/3+\cdots\). Therefore

\[
\frac1k=\frac tq
=\frac{t}{\sqrt\varepsilon}\left(1-\frac\varepsilon3+\cdots\right)^{-1/2}
=L_T\left(1+\frac{t^2}{6L_T^2}+\cdots\right). \tag{29}
\]

The square-root law is thus the leading result for \(t\ll L_T\), or equivalently for \(r_c\gg\rho t\). If the interface is so good that \(r_c\) is comparable with \(\rho t\), the current turns within a distance comparable with the thickness, and the one-dimensional description loses accuracy. At \(r_c=\rho t\), (28) gives \(kt=0.86\), a decay length 16% above \(L_T\). For \(r_c\ll\rho t\), \(kt\to\pi/2\), so the decay length stays near \(2t/\pi\) while \(L_T\) tends to zero.

For \(t=100\) Å in the example, \(\varepsilon=(100/400)^2=0.0625\), and (29) lengthens the decay from 400 to 404.2 Å, about 1%. The numerical eigenvalue agrees to this accuracy. A two-dimensional solution of the 600 Å contact, with the resistance of the uncovered lead subtracted, gives \(R_c=8.95\times10^{-4}\,\hbar/e^2\), which is 1.3% above (21). Thinning the film to 25 Å at the same \(R_s\) reduces the excess to 0.08%. The drop by a factor of about 15 is close to the factor 16 expected of a correction proportional to \(t^2\), and it confirms that (10) is approached as the film becomes thin compared with the transfer length.

The second term of (16) needs more than this. By (29), \(1/k^2\simeq(r_c+\rho t/3)/R_s\), so the thickness acts as an added interface resistivity \(\rho t/3=R_st^2/3\). In a short contact this adds roughly \(R_st^2/(3WL)\), which is \(t^2/L^2\) times the film term \(R_sL/(3W)\). The film term is therefore the leading correction only for \(t\ll L\). For the 80 Å contact on a 100 Å film, vertical flow raises \(R_c\) by about \(0.7\times10^{-4}\,\hbar/e^2\), more than the film term \(0.53\times10^{-4}\,\hbar/e^2\), although the relative error of (10) stays below 2%.

## Calculated quantities

```
sheet resistance R_s = 0.0020 hbar/e^2
contact resistivity r_c = 320.0 hbar A^2/e^2
width W = 1000 A, length L = 600 A
film thickness t = 100 A
edge voltage times e = 0.000100 eV
transfer length L_T = 400.00 A = 40.00 nm
ratio L/L_T = 1.5000, coth = 1.10479
R_s L_T/W = 0.000800 hbar/e^2
R_c formula = 8.8383e-04 hbar/e^2 = 3.6310 ohm
R_c ladder = 8.8383e-04 hbar/e^2
input current = 0.11314 e eV/hbar
finite contact: x (A), e V (eV), I/I_0
      0  1.0000e-04  1.0000
    200  6.5596e-05  0.5519
    400  4.7935e-05  0.2447
    600  4.2510e-05  0.0000
interface loss share: formula 0.6497, ladder 0.6497
R_c against contact length: L (A), R_c (hbar/e^2)
     80  4.0532e-03
    200  1.7312e-03
    400  1.0504e-03
    800  8.2985e-04
   1200  8.0398e-04
long-contact limit of R_c = 8.0000e-04 hbar/e^2
short contact, L = 80 A: ladder 4.0532e-03 hbar/e^2
  two-term expansion 4.0533e-03 hbar/e^2
long ladder (10000 A): r_c (hbar A^2/e^2), R_s (hbar/e^2), 1/e (A)
     320  0.002  400.00
    1280  0.002  800.00
     320  0.008  200.00
long ladder: current fraction crossing within L_T 0.6321
long ladder: mean crossing distance 400.00 A
long ladder: interface loss share 0.5000
resistive metal: R_m = 0.0060 hbar/e^2
  decay length: ladder 200.00 A, formula 200.00 A
thick film: decay length, eigenvalue 404.162 A
  decay length, expansion 404.167 A
2D R_c, t = 100 A: 8.9527e-04 hbar/e^2
  excess over 1D model 1.294 percent
2D R_c, t = 25 A, same R_s: 8.8458e-04 hbar/e^2
  excess over 1D model 0.084 percent
```
